# Uniform precursor flux to a rotating disk, derived in two ways, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the concentration field

Suppose that a deposition rate has been measured on a wafer spinning at 25 rad/s, and that the rate at 1600 rad/s is wanted. The rule that the flux grows as the square root of the speed predicts a factor of 8. For the model gas and surface treated below, the factor is 5.1. Suppose instead that the flux at 100 rad/s is estimated from Levich's formula for a rotating disk. The estimated transport coefficient is then 43% above the true one. Both errors come from using a law without its conditions. The uniformity of the film also has conditions: if the middle of the wafer does not react, the flux just outside that region is far from uniform.

**The model.** An infinite plane disk at $z=0$ turns at angular speed $\omega$ about the $z$ axis, and gas fills the space $z>0$. The gas has constant density $\rho$, kinematic viscosity $\nu$ and precursor diffusivity $D$. The flow is steady, laminar and axisymmetric, and buoyancy is neglected. The precursor is dilute, so that its consumption does not drive a flow, and it neither reacts in the gas nor drifts in a temperature gradient. Its concentration $c$ tends to $c_\infty$ far above the disk. At first the surface is a perfect sink, $c=0$ at $z=0$, at every radius.

Fick's flux along $+z$ is $-D\,\partial c/\partial z$. The flux into the surface runs along $-z$, so it is

$$J=D\left.\frac{\partial c}{\partial z}\right|_{z=0},$$

which is positive when the disk consumes precursor. There is no convective part, because the gas has no vertical velocity at the surface.

### The flow

Let $u,v,w$ be the radial, azimuthal and vertical velocities; $w<0$ means flow towards the disk. The gas at the surface moves with speed $r\omega$, which suggests the trial form

$$u=r f(z),\qquad v=r g(z),\qquad w=w(z).$$

It is acceptable if the radius cancels from every equation. Continuity gives

$$\frac1r\frac{\partial(r^2f)}{\partial r}+w'=0\quad\Rightarrow\quad w'=-2f. \tag{1}$$

The vertical momentum equation, $ww'=-\rho^{-1}\partial p/\partial z+\nu w''$, shows that $\partial p/\partial z$ depends on $z$ alone. The pressure is therefore a function of $z$ plus a function of $r$. Far above the disk $f$ and $g$ vanish, and the radial momentum equation there leaves $\partial p/\partial r=0$. The function of $r$ is thus a constant, and there is no radial pressure gradient at any height.

The radial momentum equation is

$$u\frac{\partial u}{\partial r}+w\frac{\partial u}{\partial z}-\frac{v^2}{r}=\nu\left(\nabla^2u-\frac{u}{r^2}\right).$$

Its left side is $rf^2+rwf'-rg^2$. On the right, $\nabla^2(rf)=f/r+rf''$, and the term $f/r$ cancels against $u/r^2$. Division by $r$ gives

$$\nu f''=f^2-g^2+wf'. \tag{2}$$

The azimuthal equation has the left side $u\,\partial v/\partial r+w\,\partial v/\partial z+uv/r=rfg+rwg'+rfg$, and its viscous term reduces in the same way to $\nu rg''$. Hence

$$\nu g''=2fg+wg'. \tag{3}$$

The radius has cancelled. The gas sticks to the disk, so $f(0)=0$, $g(0)=\omega$ and $w(0)=0$; far above, $f$ and $g$ tend to zero.

Now measure height in units of $\ell=\sqrt{\nu/\omega}$, and write $\zeta=z/\ell$ with

$$f=\omega F(\zeta),\qquad g=\omega G(\zeta),\qquad w=\sqrt{\nu\omega}\,H(\zeta).$$

Since $\nu/\ell^2=\omega$ and $\sqrt{\nu\omega}/\ell=\omega$, each term of (2) and (3) carries the factor $\omega^2$, and each term of (1) the factor $\omega$. What remains is

$$F''=F^2-G^2+HF',\qquad G''=2FG+HG',\qquad H'=-2F, \tag{4}$$

with $F(0)=H(0)=0$, $G(0)=1$ and $F,G\to0$ at large $\zeta$. No parameter is left, so one numerical solution serves every gas and speed. The system is nonlinear and also has other solutions, in which $F$ changes sign; one of them has $H_\infty=-0.448$. Only the branch with $F\ge0$ at every height is used here. It gives

$$a\equiv F'(0)=0.51023,\quad G'(0)=-0.61592,\quad H_\infty=-0.88447.$$

The disk flings gas outwards, and gas descends from above to replace it. The speed of descent far away is $|w_\infty|=0.884\sqrt{\nu\omega}$, the same at every radius.

Two momentum balances check these numbers. Integrate the second equation of (4) over all heights. By parts, $\int HG'\,d\zeta=[HG]-\int H'G\,d\zeta=2\int FG\,d\zeta$, since $HG$ vanishes at both ends. Therefore

$$-G'(0)=4\int_0^\infty FG\,d\zeta .$$

The torque on the disk equals the angular momentum carried outwards. Likewise $\int HF'\,d\zeta=2\int F^2d\zeta$, and the first equation gives

$$F'(0)=\int_0^\infty G^2d\zeta-3\int_0^\infty F^2d\zeta .$$

The integrals come out as 0.61592 and 0.51023, in agreement with the slopes at the wall.

### Why the concentration does not depend on radius

The steady transport equation for an axisymmetric concentration is

$$rf\frac{\partial c}{\partial r}+w\frac{\partial c}{\partial z}=D\left[\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial c}{\partial r}\right)+\frac{\partial^2c}{\partial z^2}\right].$$

If $c$ depends on $z$ alone, both radial terms vanish, and

$$Dc''=wc'. \tag{5}$$

This is consistent because $w$ is free of $r$ and the conditions at the surface and far above are the same at every radius. Radial diffusion has not been neglected; it is zero for this solution.

It remains to exclude other solutions. Let $e$ be the difference of two bounded solutions that both tend to $c_\infty$ uniformly in $r$. It satisfies $\mathcal Le\equiv D\nabla^2e-\mathbf u\cdot\nabla e=0$ and vanishes at the disk. For any $\varepsilon>0$ there is a height $Z$ above which $|e|<\varepsilon$. In the slab below $Z$ take the comparison function

$$\varphi=\ln\left(1+\frac{r^2}{b^2}\right)+C\psi(z),\qquad D\psi''-w\psi'=-1,\quad\psi(0)=\psi(Z)=0,$$

with any fixed length $b$. The function $\psi$ is not negative: at a negative minimum $\psi'=0$ and $\psi''\ge0$, which contradicts its equation. The logarithm contributes $4Db^2/(r^2+b^2)^2\le4D/b^2$ to $\mathcal L\varphi$ by diffusion. By convection it contributes $-2r^2f/(r^2+b^2)$, whose size is at most $2\max|f|$. A large enough $C$ therefore makes $\mathcal L\varphi<0$.

For any $\eta>0$, consider $\chi=e-\varepsilon-\eta\varphi$. It is not positive at the disk or at $Z$, and it is negative at large $r$, where $\varphi$ grows without limit while $e$ is bounded. A positive maximum would have to lie inside the slab, where $\nabla\chi=0$ and $\nabla^2\chi\le0$, hence $\mathcal L\chi\le0$. But $\mathcal L\chi=-\eta\mathcal L\varphi>0$. So $e\le\varepsilon+\eta\varphi$. Letting $\eta\to0$ and then $\varepsilon\to0$ gives $e\le0$, and the same argument for $-e$ gives $e=0$. For this flow, the solution $c(z)$ is the only bounded one.

### The flux

Equation (5) is first order in $c'$. Dividing by $Dc'$ and integrating from the surface gives

$$c'(z)=c'(0)\exp\left(\frac1D\int_0^zw\,dz'\right).$$

In scaled height, $w\,dz/D=\sqrt{\nu\omega}\,\ell H\,d\zeta/D=\mathrm{Sc}\,H\,d\zeta$, where $\mathrm{Sc}=\nu/D$ is the Schmidt number. A second integration, from $c(0)=0$ to $c_\infty$, gives

$$c_\infty=c'(0)\,\ell\,I(\mathrm{Sc}),\qquad I(\mathrm{Sc})=\int_0^\infty\exp\left(\mathrm{Sc}\int_0^\zeta H\,ds\right)d\zeta . \tag{6}$$

The integral converges because $H$ tends to a negative constant. With $J=Dc'(0)$,

$$J=k_mc_\infty,\qquad k_m=\frac{D}{\ell\,I(\mathrm{Sc})}=\frac{D}{I(\mathrm{Sc})}\sqrt{\frac{\omega}{\nu}} . \tag{7}$$

The length $\ell I$ is the thickness of the still layer that would carry the same flux by diffusion alone. Since $I$ does not contain $\omega$, the half power is exact in this model at every speed and every Schmidt number. It is not a limit that is approached. As a test, the flow and concentration equations were solved together in dimensional form at 50 and 200 rad/s; the exponent between the two fluxes is 0.500000.

### What is approached: Levich's prefactor

For large $\mathrm{Sc}$ the integrand of (6) dies out close to the disk, and $H$ may be expanded there. At the wall the first equation of (4) gives $F''(0)=-G(0)^2=-1$, so $F=a\zeta-\zeta^2/2+O(\zeta^3)$. With $H'=-2F$,

$$H=-a\zeta^2+\tfrac13\zeta^3+O(\zeta^4),\qquad \int_0^\zeta H\,ds=-\tfrac a3\zeta^3+\tfrac1{12}\zeta^4+O(\zeta^5).$$

The first term restricts $\zeta$ to the order of $\mathrm{Sc}^{-1/3}$. The second then contributes $\mathrm{Sc}\,\zeta^4\sim\mathrm{Sc}^{-1/3}$ to the exponent, which is small, and the rest is of order $\mathrm{Sc}^{-2/3}$. Put $\beta=a\,\mathrm{Sc}/3$ and expand the exponential of the small term:

$$I\simeq\int_0^\infty e^{-\beta\zeta^3}\left(1+\frac{\mathrm{Sc}}{12}\zeta^4\right)d\zeta .$$

The substitution $t=\beta\zeta^3$ gives $\int_0^\infty\zeta^ne^{-\beta\zeta^3}d\zeta=\tfrac13\beta^{-(n+1)/3}\,\Gamma\!\left(\tfrac{n+1}3\right)$. For $n=0$ this is $\Gamma(4/3)\beta^{-1/3}$, and for $n=4$ it is $\tfrac13\Gamma(5/3)\beta^{-5/3}$. Hence

$$I=\Gamma(\tfrac43)\left(\frac{3}{a\,\mathrm{Sc}}\right)^{1/3}\left[1+B\,\mathrm{Sc}^{-1/3}+\dots\right],\qquad B=\frac{\Gamma(5/3)}{36\,\Gamma(4/3)}\left(\frac3a\right)^{4/3}=0.298 .$$

With the leading term alone and $\mathrm{Sc}^{1/3}=\nu^{1/3}D^{-1/3}$, equation (7) becomes Levich's law,

$$k_m^{\rm L}=\frac{(a/3)^{1/3}}{\Gamma(4/3)}\,D^{2/3}\nu^{-1/6}\omega^{1/2}=0.620\,D^{2/3}\nu^{-1/6}\omega^{1/2}. \tag{8}$$

The correction falls slowly. The ratio of the true $k_m$ to (8) is 0.970 at $\mathrm{Sc}=1000$, a value typical of liquids, but 0.848 at 10 and 0.639 at 1. Gases have $\mathrm{Sc}$ near 1. Their diffusion layer reaches heights where the descent of the gas no longer grows as $\zeta^2$, and Levich's law overstates the supply.

For small $\mathrm{Sc}$ the diffusion layer is much thicker than the flow layer. Then $\int_0^\zeta H\,ds$ equals $H_\infty\zeta$ plus a bounded amount, and $I\to1/(\mathrm{Sc}|H_\infty|)$. Equation (7) gives $k_m\to(\nu/\ell)|H_\infty|=|w_\infty|$: the disk takes all the precursor that the gas brings down.

### A surface of finite reactivity

Let the surface consume precursor at the rate $J=k_sc_s$, where $c_s$ is the concentration at the surface and $k_s$ is the same everywhere. Equation (5) is linear and is also satisfied by a constant, so the profile is raised by $c_s$ and its total rise is reduced to $c_\infty-c_s$. Hence $J=k_m(c_\infty-c_s)$. Equating the two rates gives $c_s=k_mc_\infty/(k_m+k_s)$ and

$$J=\frac{k_mk_s}{k_m+k_s}\,c_\infty . \tag{9}$$

The uniqueness argument survives if a constant $M$ with $k_sM>DC\psi'(0)$ is added to $\varphi$. At a positive maximum of $\chi$ on the disk, $D\chi_z=k_se-\eta DC\psi'(0)$ would be positive, because $\chi>0$ requires $e>\eta M$ there, and $\chi$ would be larger just above.

The local exponent follows from $\ln J=\ln k_m-\ln(k_m+k_s)+\text{const}$ and $k_m\propto\omega^{1/2}$:

$$\frac{d\ln J}{d\ln\omega}=\frac12\left(1-\frac{k_m}{k_m+k_s}\right)=\frac12\,\frac{k_s}{k_s+k_m}. \tag{10}$$

Here the half power is indeed a limit, but it is reached towards low speed, where $k_m\ll k_s$. On a real wafer that limit cannot be followed far, because the layers thicken as $\omega^{-1/2}$ until they are no longer thin against the radius, and buoyancy, neglected here, gains weight as the disk slows. Towards high speed the exponent falls to zero and the flux saturates at $k_sc_\infty$.

## Second derivation: the paths of the molecules

The first half established the flow over a disk turning at angular speed $\omega$. The radial, azimuthal and vertical velocities are $rf(z)$, $rg(z)$ and $w(z)$, with $w'=-2f$. In terms of $\ell=\sqrt{\nu/\omega}$ and $\zeta=z/\ell$ they are $f=\omega F$, $g=\omega G$ and $w=\sqrt{\nu\omega}\,H$, where $F,G,H$ are fixed functions and $w$ tends to $w_\infty=-0.884\sqrt{\nu\omega}$. For a perfect sink and a far concentration $c_\infty$, the flux into the disk was found to be $J=k_mc_\infty$, where $k_m=D/(\ell I)$ and

$$\ell I=\int_0^\infty e^{W(z)}dz,\qquad W(z)=\frac1D\int_0^zw\,dz' .$$

The same flux is now obtained by following single molecules, without an equation for the concentration near the disk. One further property of the flow is used: $F\ge0$, so that the gas moves outwards at every height.

### Uniform landing

A dilute precursor molecule is carried by the gas and also performs a random walk of diffusivity $D$. Describe its horizontal position by the complex number $X=x+iy$. A radial velocity $rf$ and an azimuthal velocity $rg$ together are $(f+ig)X$, because multiplication by $i$ turns a vector through a right angle. The motion in a short time $dt$ is

$$dX=(f+ig)X\,dt+\sqrt{2D}\,dB,\qquad dz=w\,dt+\sqrt{2D}\,dB_z ,$$

where the random displacements $dB_z$, and each of the two components of $dB$, are independent and have variance $dt$.

The vertical motion does not contain $X$. The history of the height, and with it the moment of landing, is therefore independent of where above the disk the molecule began. Take one such history as given. Then $f$ and $g$ are known functions of time along it, and the equation for $X$ is linear. Its solution is

$$X(t)=m(t)X_0+N(t),\qquad m(t)=\exp\int_0^t(f+ig)\,dt',$$

where the random part $N=\sqrt{2D}\,m\int_0^tm^{-1}dB$ does not depend on the starting point $X_0$.

Let molecules be released steadily and uniformly on a high plane $z=Z$, at a rate $S$ per unit area. The factor $m$ rotates the pattern of starting points and stretches it. Every area is multiplied by $|m|^2=\exp(2\int f\,dt)$, so a uniform pattern stays uniform and is diluted by that factor. The shift $N$ has the same distribution for all molecules, and a uniform pattern is unchanged by it. For each vertical history the landing rate per unit area is thus the same at all radii, and so is the average over histories:

$$J=S\,q(Z),\qquad q(z)=\left\langle\exp\left(-2\int f\,dt\right)\right\rangle_z . \tag{11}$$

The integral runs from release at height $z$ until landing, and the average is taken over the vertical walks. Radial uniformity has been derived here, not tried as a form of solution.

The release rate must be related to $c_\infty$. Near a very high plane the gas descends with the constant speed $|w_\infty|$. Above the plane, the concentration falls as $\exp[-|w_\infty|(z-Z)/D]$, for which diffusion upwards balances convection downwards and the net flux is zero. All released molecules therefore travel down, and below the plane, where the concentration is constant, $S=|w_\infty|c$. The disturbance due to the disk dies out upwards by the same exponential law. In the limit $Z\to\infty$ the constant is $c_\infty$, so that

$$J=|w_\infty|\,c_\infty\,q_\infty,\qquad q_\infty=q(Z\to\infty). \tag{12}$$

The concentration field has given a radially uniform flux, with an exact half power of the speed for a perfect sink, and the paths of single molecules have independently given uniform landing and the flux in terms of a mean weight $q_\infty$. It remains to obtain the half power and the prefactor from the paths, to include finite reactivity, and to work through an example and the limits of the model.

Numbers in the example were calculated in double precision.
